Stochastic Series Expansion with a Fixed-Length String, Derived Two Ways

## First half: counting operators in the trace

### A single bond

Take two spins 1/2 with the Hamiltonian H = J S₁·S₂ and J > 0. Units are such that ħ = k_B = 1, and β = 1/T. The product S₁·S₂ equals −3/4 in the singlet and 1/4 in the three triplet states. The operator

K = J/4 − H

therefore has the eigenvalue J in the singlet and 0 in the triplets. It is J times the projector on the singlet, so Tr Kⁿ = Jⁿ for n ≥ 1, while Tr K⁰ = 4 is the number of states.

With x = βJ, the Taylor series of the exponential gives

Z = Tr exp(βK) = 4 + Σ_{n≥1} xⁿ/n! = 3 + eˣ.

Every term of this sum is positive. Divided by Z, the terms form a probability distribution for the order n:

P(0) = 4/Z,  P(n) = xⁿ/(n! Z) for n ≥ 1.

Its first two factorial moments follow by cancelling factors of n!:

⟨n⟩ = (x/Z) Σ_{n≥1} xⁿ⁻¹/(n−1)! = x eˣ/Z = x p,

⟨n(n−1)⟩ = (x²/Z) Σ_{n≥2} xⁿ⁻²/(n−2)! = x² p,

where p = eˣ/(3 + eˣ) is the thermal probability of the singlet.

Compare this with direct thermodynamics. The singlet lies at −3J/4 and the triplets at J/4, so

E = J/4 − J p = J/4 − ⟨n⟩/β.

For the heat capacity, differentiating p gives dp/dβ = J p(1 − p). Since dβ/dT = −β²,

C = dE/dT = −J (dp/dβ)(dβ/dT) = β²J² p(1 − p) = x²p − x²p².

The last expression is ⟨n(n−1)⟩ − ⟨n⟩², that is,

C = ⟨n²⟩ − ⟨n⟩² − ⟨n⟩.

The order of a Taylor series thus carries the energy in its mean and the heat capacity in its fluctuations. At low temperature p → 1 and C → 0, although the variance of n grows like x. At high temperature p → 1/4 and C → 3x²/16. In both limits the subtraction of ⟨n⟩ is essential: the variance by itself is not the heat capacity.

### Operator strings for a general lattice

Now let H act on a finite lattice with a finite number of states, and let it be independent of temperature. Choose a constant c and an orthonormal basis |α⟩, and write

K = c − H = Σ_b (D_b + O_b),  b = 1, …, N_b.

Here D_b is diagonal in the basis and O_b has no diagonal elements. Two properties are assumed.

1. Each D_b and each O_b turns a basis state into a number times one basis state, or into zero.
2. Every closed product of these operators, meaning one that returns |α⟩ to itself, has a non-negative matrix element ⟨α|…|α⟩.

The constant c is distributed over the D_b and helps to satisfy the second property. Applied to a product of one factor, that property says that all diagonal elements of D_b are non-negative.

The partition function of H is Tr exp(−βH) = exp(−βc) Tr exp(βK). The prefactor cancels in all thermal averages, so it is enough to expand

Z = Tr exp(βK) = Σ_n (βⁿ/n!) Tr Kⁿ.

For a finite matrix this series converges at every β. Inserting the sum over bond operators into each of the n factors K gives

Z = Σ_α Σ_n Σ_{S_n} (βⁿ/n!) ⟨α|S_n|α⟩,

where S_n runs over all ordered products of n operators taken from the D_b and O_b. By the first property, a starting state and a string determine a single path of basis states, and ⟨α|S_n|α⟩ is the product of the numbers met along it. By the second property, each term can serve as a probability weight. Summing over α and over the strings of given n restores Tr Kⁿ, so the distribution of the order is

P(n) = βⁿ Tr Kⁿ/(n! Z).

The matrix elements must be non-negative for sampling. The moment identities that follow do not need this. If some terms were negative, the same algebra would hold for averages with signed weights, but P(n) and the string weights could no longer all be read as probabilities.

### Energy

The mean order is

⟨n⟩ = (1/Z) Σ_{n≥1} n βⁿ Tr Kⁿ/n!.

The factor n cancels against n!, leaving (n−1)!. With m = n − 1,

⟨n⟩ = (β/Z) Σ_{m≥0} βᵐ Tr(K Kᵐ)/m! = (β/Z) Tr[K exp(βK)] = β⟨K⟩.

Hence ⟨K⟩ = ⟨n⟩/β, and because H = c − K,

E = ⟨H⟩ = c − ⟨n⟩/β.

The short form E = −⟨n⟩/β is the energy of the shifted Hamiltonian −K. It is the energy of H itself if c = 0. The sign is easy to trace: the exponential contains +K, a low energy means a large K, and a large K favours long strings.

### Heat capacity

The second factorial moment needs two cancelled factors and the shift m = n − 2:

⟨n(n−1)⟩ = (β²/Z) Σ_{m≥0} βᵐ Tr(K² Kᵐ)/m! = β²⟨K²⟩.

To connect this with C = dE/dT, differentiate the thermal average:

d⟨K⟩/dβ = Tr[K² exp(βK)]/Z − {Tr[K exp(βK)]/Z}² = ⟨K²⟩ − ⟨K⟩².

The second term comes from differentiating 1/Z. Since E = c − ⟨K⟩ and dβ/dT = −β²,

C = −(d⟨K⟩/dβ)(−β²) = β²(⟨K²⟩ − ⟨K⟩²).

Inserting the two moments gives

C = ⟨n(n−1)⟩ − ⟨n⟩² = ⟨n²⟩ − ⟨n⟩² − ⟨n⟩.

This is the heat capacity of the whole system. Division by the number of sites gives it per site.

The constant c has dropped out of C, as it must, but not out of the distribution of n. If c is raised by g, then Z acquires the factor exp(βg), ⟨K⟩ rises by g, and the fluctuation of K stays the same. Therefore ⟨n⟩ rises by βg, and so does the variance of n, because the variance equals C + ⟨n⟩. A larger constant leaves the physics alone and makes the strings longer and their length noisier.

### Strings of fixed length

A string whose length changes is awkward to store and to update. Choose a length M, and fill a string of n ≤ M operators with M − n identity operators. The matrix element does not change, but the same S_n now appears several times: the n occupied places can be chosen from the M places, called slices, in

M!/[n!(M−n)!]

ways, with the order of the operators kept. If the total weight of these copies is to remain (βⁿ/n!)⟨α|S_n|α⟩, each copy must carry

W(α, S_M) = (βⁿ/n!) · n!(M−n)!/M! · ⟨α|S_M|α⟩ = [βⁿ(M−n)!/M!] ⟨α|S_M|α⟩.

The sum of W over all padded strings and all α is the Taylor series of Z up to and including order M.

The factorials deserve a comparison. The ratio (M−n)!/M! is the product of the n factors 1/(M−k), k = 0, …, n−1. For n much smaller than M each factor is close to 1/M, so each operator carries about β/M, as if it occupied a time slice of that width. The whole product exceeds M⁻ⁿ by a factor of at least exp[n(n−1)/(2M)], because −ln(1 − k/M) ≥ k/M, and of about that size while n³ is small compared with M², so it is close to M⁻ⁿ only when n² is much smaller than M. If M⁻ⁿ were used for all n, the sum would be

Σ_n M!/[n!(M−n)!] (β/M)ⁿ Tr Kⁿ = Tr(1 + βK/M)ᴹ,

which is a time-discretized approximation to Z. With the factor (M−n)!/M!, each retained order has its correct Taylor coefficient. There is no time-step error, and what remains is the omission of orders above M.

This omission replaces P(n) by the conditional distribution P(n)/P(n ≤ M), with n ≤ M. The retained orders keep their relative probabilities, whatever M is. The mean can fall but not rise: the full mean is a weighted average of the mean below the cut and the mean above it, and the latter is larger than M. The estimate c − ⟨n⟩/β is therefore too high when M is too small. The index shift shows the fault directly. In the truncated sum, m = n − 1 stops at M − 1 while the normalization runs up to M, so the ratio is no longer β⟨K⟩.

If no bound on n is known beforehand, M can be raised during the warm-up, by adding identities, until n stays well below it, and then held fixed while data are taken.

### The diagonal update

Consider slice p of a padded string, and let α(p) be the basis state that the preceding operators have produced. Replacing an identity in this slice by D_b multiplies the matrix element by

d = ⟨α(p)|D_b|α(p)⟩.

The rest of the path is unaffected, because a diagonal operator does not change the state. With n counted before the insertion, the weights are related by

W(n+1)/W(n) = β d (M−n−1)!/(M−n)! = β d/(M−n).

The move is proposed as follows. If the slice holds an identity, pick one of the N_b bonds with probability 1/N_b and try to insert D_b. If it holds a diagonal operator, try to remove it. If it holds an off-diagonal operator, leave it and advance the state. Let A₊ and A₋ be the acceptance probabilities for the insertion and for its reverse. Detailed balance requires equal flow in both directions:

W(n) (1/N_b) A₊ = W(n+1) A₋.

The factor 1/N_b stands on the left alone, since the removal involves no choice of bond. Multiplying by N_b/W(n) gives

A₊/A₋ = R,  R = βN_b d/(M−n).

The Metropolis choice A₊ = min(1, R), A₋ = min(1, 1/R) satisfies this: for R ≤ 1 the ratio is R/1, and for R > 1 it is 1/(1/R). The insertion from n to n + 1 is thus accepted with probability

P_insert = min[1, βN_b d/(M−n)].

For a removal it is convenient to count n before that move. The pair of orders is then n − 1 and n, and M − n in R becomes M − n + 1:

P_remove = min[1, (M−n+1)/(βN_b d)].

If d = 0, the insertion is refused. The removal formula never meets d = 0, since a string containing such an operator has no weight. For n = M there is no identity left and no insertion is proposed.

A sweep visits the slices from first to last. Each single-slice move leaves the distribution W unchanged, and so does any sequence of such moves. The sweep as a whole need not obey detailed balance, because its reverse visits the slices in the opposite order. Stationarity is sufficient for correct averages, provided that all configurations can be reached. The diagonal update cannot achieve this by itself, since it neither creates nor removes an off-diagonal operator. A second type of move is needed, and it depends on the model.

## Second half: the order as a mixture of Poisson variables

### Symbols and results carried over

The Hamiltonian is H = c − K, with K = Σ_b (D_b + O_b) over N_b bonds, and D_b diagonal in the basis |α⟩. The order n is the number of bond operators in a string of M slices, the rest being identities. The weight of a configuration is W = [βⁿ(M−n)!/M!] ⟨α|S_M|α⟩, and without truncation P(n) = βⁿ Tr Kⁿ/(n! Z), where Z = Tr exp(βK). The first derivation gave E = c − ⟨n⟩/β and C = ⟨n²⟩ − ⟨n⟩² − ⟨n⟩, with k_B = 1. A diagonal operator with element d is inserted with probability min[1, βN_b d/(M−n)] and removed with probability min[1, (M−n+1)/(βN_b d)], where n is counted before the move.

### The second derivation

Let κ_i be the eigenvalues of the Hermitian operator K, and suppose that none is negative. A sufficiently large c ensures this. Then Tr Kⁿ = Σ_i κ_iⁿ. Multiply and divide each term of P(n) by exp(βκ_i):

P(n) = Σ_i p_i · exp(−λ_i) λ_iⁿ/n!,  p_i = exp(βκ_i)/Z,  λ_i = βκ_i.

The p_i are the thermal probabilities of the energy levels, and the second factor is a Poisson distribution with mean λ_i. The order is therefore distributed as in a two-step lottery: draw an energy eigenstate with its thermal probability, then draw n from a Poisson law whose mean is β times the eigenvalue of K.

A Poisson variable has ⟨n⟩ = λ and ⟨n(n−1)⟩ = λ², by the same cancellation of factorials as for the single bond. Hence its second moment is λ² + λ. Averaging over the first draw gives

⟨n⟩ = Σ_i p_i λ_i = β⟨K⟩,

⟨n²⟩ = Σ_i p_i (λ_i² + λ_i) = β²⟨K²⟩ + β⟨K⟩.

The first line is the energy formula. Subtracting its square from the second gives

⟨n²⟩ − ⟨n⟩² = β⟨K⟩ + β²(⟨K²⟩ − ⟨K⟩²) = ⟨n⟩ + C.

The variance has two sources. The term ⟨n⟩ is the counting noise of the second draw, present even if the energy does not fluctuate. The term C is the thermal spread of the first draw. The heat capacity is the variance in excess of the Poisson value.

### How long the string must be

Let Q(λ) be the probability that a Poisson variable of mean λ exceeds M. Its derivative is a telescoping sum:

dQ/dλ = exp(−λ) Σ_{n>M} [λⁿ⁻¹/(n−1)! − λⁿ/n!] = exp(−λ) λᴹ/M! ≥ 0.

So Q increases with λ, and replacing every λ_i by the largest one gives a bound on the omitted probability:

P(n > M) = Σ_i p_i Q(λ_i) ≤ Q(βκ_max),  κ_max = c − E₀,

where E₀ is the ground-state energy. A Poisson law of mean βκ_max has the width √(βκ_max). A length that exceeds βκ_max by several such widths is therefore enough. For short-range couplings of fixed strength, κ_max is about proportional to the number of sites N. The length then grows in proportion to βN once βκ_max is large; for small βκ_max the added widths, which grow only as √(βN), make up much of it.

### Noise at low temperature

If the ground state dominates, n is nearly a Poisson variable of mean μ = βκ_max, and C is a small difference of two large numbers. The noise can be estimated for N_s independent samples. To leading order in 1/N_s, the estimate of C is the sample average of (n−μ)² − n. The logarithm of ⟨exp[t(n−μ)]⟩ for a Poisson variable is μ(eᵗ − 1 − t), so all its cumulants from the second on equal μ. The third central moment is then μ and the fourth is μ + 3μ². The variance of (n−μ)² is μ + 2μ², that of n is μ, and their covariance is μ. Thus

Var[(n−μ)² − n] = μ + 2μ² + μ − 2μ = 2μ²,

and the standard error of C is about √2 μ/√N_s. It does not shrink with C.

### The Heisenberg antiferromagnet

For spins 1/2 with H = J Σ_b S_i·S_j and J > 0, let c = N_b J/4. Each bond contributes J(1/4 − S_i·S_j), which is J times a singlet projector, so no eigenvalue of K is negative. The diagonal part is

D_b = J(1/4 − S_iᶻS_jᶻ).

It equals J/2 for antiparallel spins and 0 for parallel ones. The remaining part of the bond term is −(J/2)(S_i⁺S_j⁻ + S_i⁻S_j⁺), with the wrong sign for sampling. If every bond joins a site of sublattice A to one of sublattice B, a rotation by π about the z axis on A reverses the sign of S± there and leaves Sᶻ alone. Then

O_b = (J/2)(S_i⁺S_j⁻ + S_i⁻S_j⁺),

and all non-zero elements of D_b and O_b equal J/2.

On a triangle no such division into sublattices exists. The exchanges on bonds 12, 23 and 31 carry ↑↓↓ through ↓↑↓ and ↓↓↑ back to ↑↓↓, so three negative factors close a path. There are 6 orders of the three bonds, each closing for 2 states, with elements of size (J/2)³. Their total is −12/8 J³ = −1.5 J³. Dropping the signs changes this to +1.5 J³ and raises Tr K³ from 13.5 J³ to 16.5 J³, which describes a different operator.

The off-diagonal moves on a bipartite lattice use loops. An operator has two legs below it, the spins before it acts, and two above it. In an allowed configuration the spins on each side are antiparallel. Reversing both spins on one side turns D_b into O_b or back, with the same element J/2. Join the two lower legs of every operator to each other, join the two upper legs likewise, and follow each site from one operator to the next, closing periodically from the last slice to the first. Each leg then has two continuations, so the legs form closed loops. A site without operators is a loop by itself.

Reverse all spins on each loop with probability 1/2. The order n and the weight W do not change. The loops depend on the positions of the bonds and not on the spins, so the reverse move has the same probability, and detailed balance holds.

To see that all configurations are reached, note that a loop keeps its spin along a site and changes both spin and sublattice at an operator. Suitable flips thus give spin up on all of A and down on all of B at every slice. All operators are then diagonal.

Let r = βN_b J/2. In this state every removal has a positive probability, and an insertion can be refused if M − n > r. Consider a sweep that removes every operator it meets and inserts one when refusal is impossible. If n < M − r at the start, it ends with an empty string. Otherwise there were at most r identities to fill, so it ends with n ≤ r. For M > 2r this is below M − r, and the next sweep empties the string. The free spins can then be flipped to any chosen state.

Every allowed configuration thus leads to one common configuration. Since W is stationary and positive on all of them, none can be left for good, and the common configuration must lead back to each. From the empty string the chain can also stay where it is, which excludes periodic cycling. The condition M > 2r is sufficient for this argument; it has not been shown to be necessary. It is also stricter than the length rule when βN is large: each bond term is at most J, so βκ_max ≤ βN_b J = 2r, and for rings of 4 to 12 sites κ_max lies between 0.75 and 0.70 N_b J. A length of βκ_max plus several widths then falls below 2r at large βN, where the argument above does not apply.

### A ring of four sites

Take four sites and four bonds, J = 1 as the unit of energy, βJ = 2 and M = 20. Then c = 1. Since sites 1 and 3 both couple to 2 and 4,

H = (S₁ + S₃)·(S₂ + S₄).

If both pairs have spin 1, total spin 0, 1 and 2 gives the energies −2, −1 and 1, with 1, 3 and 5 states. If at least one pair has spin 0, the energy is 0, with 7 states. The eigenvalues κ = 1 − E are 3, 2, 0 and 1 respectively, so

Z = e⁶ + 3e⁴ + 7e² + 5 = 623.95,

⟨K⟩ = (3e⁶ + 6e⁴ + 7e²)/Z = 2.54765,

⟨K²⟩ = (9e⁶ + 12e⁴ + 7e²)/Z = 6.95213.

The energy is E = 1 − 2.5477 = −1.5477 J, and the heat capacity is C = 4(6.95213 − 2.54765²) = 1.846 k_B. Summing the series for P(n) with traces of matrix powers gives ⟨n⟩ = 5.0953 and a variance of 6.9417. From these, 1 − 5.0953/2 = −1.5477 and 6.9417 − 5.0953 = 1.846, as required. Raising c by 1 J changes the mean to 7.0953 and the variance to 8.9417. Both rise by βg = 2, and their difference stays the same.

The largest eigenvalue of K is 3, so the Poisson bound has mean 6. It gives P(n > 20) ≤ 1.5 × 10⁻⁶, while the series gives 9.4 × 10⁻⁷. The truncated series shows what shorter strings would do. The energy is too high by 0.65 J for M = 6, by 0.098 J for M = 10, and by 7.7 × 10⁻⁶ J for M = 20.

For antiparallel spins βN_b d = 2 · 4 · 1/2 = 4. At n = 5 an insertion is accepted with probability 4/15 = 0.267, and the reverse removal, from n = 6, with probability 1. At n = 18 an insertion is accepted with certainty, since 4/2 exceeds 1, and the removal from n = 19 with probability 2/4 = 0.5. The condition M > 2r reads 20 > 8.

A simulation with these moves used 2000 warm-up sweeps and 80 000 measured ones, each a diagonal sweep followed by loop flips. Errors were found from 80 blocks of 1000 sweeps: for E from the scatter of the block means, for C by leaving out one block at a time. The results are

E = −1.550 ± 0.008 J,  C = 1.93 ± 0.04 k_B.

The energy agrees with the exact value within its error. The heat capacity lies 0.08 k_B above the exact value, which is two standard errors. For a Gaussian error, a deviation at least this large has a probability of about 5 per cent, so this run alone neither shows a fault nor gives C to better than a few per cent. Truncation is not the limiting error for E: its bias is about a thousand times smaller than the error bar. The largest order recorded at the end of a measured sweep was 18.

At βJ = 10 the ground state and the triplet at excitation energy J suffice. The triplet has the probability 3e⁻¹⁰ = 1.36 × 10⁻⁴, so C ≈ 10² · 1.36 × 10⁻⁴ = 0.0136 k_B. The full series gives ⟨n⟩ = 29.9986 and a variance of 30.0123, with the same difference. The noise estimate √2 · 30/√N_s then requires about 10⁹ independent samples to find C to 10 per cent. The energy, a mean rather than a difference, has the error √30/(10√N_s) J and needs far fewer for a useful result.

### What each derivation assumes

Both derivations need a Hamiltonian independent of temperature and a convergent series, which a finite number of states guarantees. Neither needs non-negative strings; that condition belongs to the sampling.

The index shift uses nothing about the eigenvalues of K. It also keeps the individual operators in view. Let K_b = D_b + O_b, and let n_b count the operators on bond b. In Tr Kⁿ, K_b can stand in any of n places, and the cyclic property of the trace makes these places equivalent. The sum of n_b over strings of order n is therefore n Tr(K_b Kⁿ⁻¹), and the same shift gives ⟨n_b⟩ = β⟨K_b⟩. The energy is thus resolved bond by bond.

The Poisson mixture assumes a Hermitian K, and its reading as a lottery assumes κ_i ≥ 0. If some κ_i is negative, the moment sums still hold, since they are identities in λ_i, but the corresponding terms are not probabilities and the bound on P(n > M) is no longer justified. The mixture does not distinguish one bond from another. In return it explains why ⟨n⟩ is subtracted in C, how long the string must be, and why the heat capacity is hard to measure in the cold.
